# Bohr's stopping logarithm from Rutherford collisions and oscillator excitation

A bare silicon ion of 140 MeV passes through a target with roughly the electron density of aluminium. Divide its collisions with electrons into close and distant ones at an impact parameter $b_0$. When $b_0$ moves from 0.01 to 0.04 nm, the logarithm of the close collisions grows from 1.0011 to 2.3874, while that of the distant ones falls from 2.6637 to 1.2774. Their sum stays at 3.6648. Before the two parts are reduced to logarithms, however, the sum does depend on $b_0$: it is 3.7078 at the first distance and 3.6070 at the second. This appendix derives the logarithm and this small remainder, and gives the limits within which the result can be used.

## 1. Model and result

Gaussian units are used; in SI, replace $e^2$ by $e^2/(4\pi\varepsilon_0)$. A point ion of charge $Z_1e$ moves on a straight line at constant nonrelativistic speed $v$. It is much heavier than an electron. The target has $n$ independent electrons per volume, each of mass $m$, initially at rest and bound to a fixed centre by an isotropic harmonic force of angular frequency $\omega$.

Two lengths and their ratio control the problem:

$$\kappa=\frac{Z_1e^2}{mv^2},\qquad \frac{v}{\omega},\qquad \zeta=\frac{v/\omega}{\kappa}=\frac{mv^3}{Z_1e^2\omega}.$$

The collision length $\kappa$ is the impact parameter at which a free electron is deflected by 90° in the ion's frame. The adiabatic length $v/\omega$ is the distance beyond which the ion's field changes slowly compared with the oscillation. For $\zeta\gg1$ the result is

$$-\frac{dE}{dx}=\frac{4\pi nZ_1^2e^4}{mv^2}\,L,\qquad L=\ln\!\left(2e^{-\gamma}\zeta\right)=\ln\frac{1.123\,mv^3}{Z_1e^2\omega},\tag{1}$$

where $\gamma$ is Euler's constant. This is the leading form at large $\zeta$, within classical mechanics.

The ion's loss equals the electron's gain. If $\mathbf F$ is the force on the electron and $\mathbf u$ its velocity, the electron gains energy at the rate $\mathbf F\cdot\mathbf u$ and the ion loses it at the rate $\mathbf F\cdot\mathbf v$. The difference $\mathbf F\cdot(\mathbf u-\mathbf v)$ is minus the time derivative of their Coulomb energy, which vanishes both before and after the passage.

On a path $dx$ the ion meets $n\,2\pi b\,db\,dx$ electrons at impact parameters between $b$ and $b+db$. With the energy transfer written as

$$\Delta E(b)=\frac{2Z_1^2e^4}{mv^2}f(b),\tag{2}$$

the loss per path is $n\int2\pi b\,\Delta E\,db$. This has the form (1) with

$$L=\int_0^\infty f(b)\,b\,db.\tag{3}$$

## 2. Close collisions

A collision at impact parameter $b\gtrsim\kappa$ lasts about $b/v$, and one at smaller $b$ about $\kappa/v$. The second time is short compared with $1/\omega$ because $\zeta\gg1$. If also $\omega b/v\ll1$, the electron is struck before the binding force can act, and may be treated as free. The binding force later exchanges kinetic for potential energy but conserves their sum.

In the ion's frame the electron arrives with speed $v$ and is deflected by $\theta$ without change of speed. The momentum change therefore has magnitude $2mv\sin(\theta/2)$ and lies along the symmetry axis of the orbit. Measure the polar angle $\varphi$ from this axis. Angular momentum conservation gives $r^2|\dot\varphi|=bv$, so $dt=r^2d\varphi/(bv)$ and the factor $r^2$ cancels the inverse-square force:

$$2mv\sin\frac\theta2=\int\frac{Z_1e^2}{r^2}\cos\varphi\,dt=\frac{Z_1e^2}{bv}\int_{-\varphi_0}^{\varphi_0}\cos\varphi\,d\varphi=\frac{2Z_1e^2}{bv}\sin\varphi_0.$$

The orbit sweeps the angle $2\varphi_0=\pi-\theta$ for repulsion and $\pi+\theta$ for attraction. In both cases $\sin\varphi_0=\cos(\theta/2)$, hence

$$\tan\frac\theta2=\frac{Z_1e^2}{mv^2b}=\frac\kappa b.$$

Momentum changes are the same in the laboratory frame, where the electron started at rest. Its energy is therefore

$$\Delta E=\frac{(2mv\sin\frac\theta2)^2}{2m}=2mv^2\sin^2\frac\theta2=2mv^2\frac{\kappa^2}{b^2+\kappa^2}.$$

Since $2mv^2\kappa^2=2Z_1^2e^4/(mv^2)$, comparison with (2) gives

$$f_c(b)=\frac1{b^2+\kappa^2}.\tag{4}$$

The largest transfer, at $b=0$, is $2mv^2$. The finite transfer there removes the divergence at small $b$, so no lower cutoff has to be chosen:

$$L_c=\int_0^{b_0}\frac{b\,db}{b^2+\kappa^2}=\frac12\ln\!\left(1+\frac{b_0^2}{\kappa^2}\right)=\ln\frac{b_0}\kappa+\frac{\kappa^2}{2b_0^2}+\dots\tag{5}$$

## 3. Distant collisions

For $b\gg\kappa$ the electron's displacement stays small compared with its distance from the ion: at closest approach it has moved about $\kappa$ across the path and, for $b\ll v/\omega$, about $\kappa\ln(v/\omega b)$ along it, both small compared with $b$ when $b$ is far enough above $\kappa$. The passage then leaves it with a speed of about $2\kappa v/b$, so its later displacement grows by only the small fraction $2\kappa/b$ of the distance the ion travels, until the binding force turns it back. The ion's field may then be evaluated at the centre of the oscillator. Then $\ddot{\mathbf r}+\omega^2\mathbf r=\mathbf F(t)/m$. Define the complex vector $\mathbf w=\dot{\mathbf r}+i\omega\mathbf r$, for which the oscillator energy is $\frac m2|\mathbf w|^2$. Differentiation gives

$$\dot{\mathbf w}=\frac{\mathbf F}m-\omega^2\mathbf r+i\omega\dot{\mathbf r}=\frac{\mathbf F}m+i\omega\mathbf w,\qquad \frac{d}{dt}\left(\mathbf we^{-i\omega t}\right)=\frac{\mathbf F}me^{-i\omega t}.$$

Starting from rest, the final energy is

$$\Delta E=\frac{|\tilde{\mathbf F}|^2}{2m},\qquad \tilde{\mathbf F}=\int_{-\infty}^{\infty}\mathbf F(t)e^{-i\omega t}dt.\tag{6}$$

An oscillator already in motion adds a constant $\mathbf w_0$ to $\tilde{\mathbf F}/m$. The cross term $m\,\mathrm{Re}(\mathbf w_0^*\cdot\tilde{\mathbf F}/m)$ changes sign when the initial phase is shifted by $\pi$, so it vanishes in the average over phase. The mean gain is still (6), as long as the amplitude of the motion is negligible compared with $b$.

Take the $x$ axis along the path and place the ion at $(vt,b)$ relative to the centre. For attraction $\mathbf F=Z_1e^2(vt,b)/(b^2+v^2t^2)^{3/2}$; repulsion reverses the sign, which (6) does not notice. With $s=vt/b$ and $\xi=\omega b/v$, the even and odd parts of the integrand give

$$\tilde F_\perp=\frac{2Z_1e^2}{bv}\int_0^\infty\frac{\cos\xi s\,ds}{(1+s^2)^{3/2}},\qquad
\tilde F_\parallel=-i\frac{2Z_1e^2}{bv}\int_0^\infty\frac{s\sin\xi s\,ds}{(1+s^2)^{3/2}}.$$

Both follow from the modified Bessel function $K_0(\xi)=\int_0^\infty\cos(\xi s)(1+s^2)^{-1/2}ds$ and the relations $K_0'=-K_1$, $K_1'=-K_0-K_1/\xi$. In the second integral, $s(1+s^2)^{-3/2}$ is minus the derivative of $(1+s^2)^{-1/2}$. Integration by parts has no boundary term and gives $\xi K_0$. Call the first integral $J(\xi)$. Its derivative is minus the second integral, $J'=-\xi K_0$, and also $(\xi K_1)'=-\xi K_0$. Both $J$ and $\xi K_1$ vanish at large $\xi$, so $J=\xi K_1$. Inserting these in (6),

$$f_d(b)=\frac{\xi^2}{b^2}\left[K_1^2(\xi)+K_0^2(\xi)\right].\tag{7}$$

The $K_1$ term comes from the force across the path, the $K_0$ term from the force along it. At large $\xi$ both decay as $e^{-2\xi}$ apart from powers: the electron follows a slowly changing field and returns to rest.

To integrate (7), note that

$$\frac{d}{d\xi}(\xi K_0K_1)=K_0K_1-\xi K_1^2-\xi K_0^2-K_0K_1=-\xi(K_0^2+K_1^2).$$

Because $db/b=d\xi/\xi$, with $\xi_0=\omega b_0/v$,

$$L_d=\int_{b_0}^\infty f_d\,b\,db=\int_{\xi_0}^\infty\xi(K_0^2+K_1^2)\,d\xi=\xi_0K_0(\xi_0)K_1(\xi_0).\tag{8}$$

## 4. The constant 1.123

The constant comes from $K_0$ at small argument. Split its integral at $s=U$ with $1\ll U\ll1/\xi$. Below $U$ the cosine is close to one, and the integral tends to $\ln(2U)$. Above $U$ the square root is close to $s$, leaving $\int_{\xi U}^\infty\cos t\,dt/t$. For small $x$,

$$\int_x^\infty\frac{\cos t}{t}dt=-\ln x-\int_x^1\frac{1-\cos t}{t}dt+\int_1^\infty\frac{\cos t}{t}dt\to-\ln x-\gamma,$$

by the integral representation $\gamma=\int_0^1(1-\cos t)dt/t-\int_1^\infty\cos t\,dt/t$. Adding the parts, $U$ cancels:

$$K_0(\xi)\to\Lambda,\qquad \Lambda=\ln\frac2\xi-\gamma=\ln\frac{2e^{-\gamma}}\xi.$$

The next term follows from $K_0''+K_0'/\xi=K_0$, a consequence of the derivative relations. The correction $c=\frac{\xi^2}4(\Lambda+1)$ satisfies $c''+c'/\xi=\Lambda$, as needed. Therefore

$$K_0=\Lambda+\frac{\xi^2}4(\Lambda+1)+\dots,\qquad K_1=-K_0'=\frac1\xi-\frac\xi2\left(\Lambda+\frac12\right)+\dots$$

and multiplication gives

$$\xi K_0K_1=\Lambda+\frac{\xi^2}4(\Lambda+1)-\frac{\xi^2}2\left(\Lambda^2+\frac\Lambda2\right)=\Lambda-\frac{\xi^2}4(2\Lambda^2-1)+\dots\tag{9}$$

To leading order the gradual loss of response thus acts like a sharp cutoff at $b=1.123\,v/\omega$.

## 5. Joining the two parts

For $\kappa\ll b\ll v/\omega$ both (4) and (7) reduce to $f=1/b^2$, the result of a weak sudden kick. Place $b_0$ in this interval. The leading terms of (5) and (9) add to

$$L=\ln\frac{b_0}\kappa+\ln\frac{2e^{-\gamma}v}{\omega b_0}=\ln\frac{2e^{-\gamma}v}{\omega\kappa}=\ln\frac{2e^{-\gamma}mv^3}{Z_1e^2\omega},$$

which is (1). The correction terms show how far the unexpanded sum departs from it:

$$L_c+L_d-L=\frac{\kappa^2}{2b_0^2}-\frac{\xi_0^2}4(2\Lambda_0^2-1)+\dots,\qquad\Lambda_0=\ln\frac{2e^{-\gamma}}{\xi_0}.\tag{10}$$

The first term is the integral of $(1/b^2-f_c)\,b$ over $b>b_0$: the distant law, used there, omits the reduction below $1/b^2$ contained in (4). The second, with its sign, is the integral of $(1/b^2-f_d)\,b$ over $b<b_0$: the close law, used there, omits the effect of the binding. At $\zeta=10^6$ and $b_0=10^4\kappa$, direct quadrature of (4) and (7) gives a departure of $-1.089\times10^{-3}$, and (10) gives the same value.

A stronger test needs no matching distance. Newton's equations were integrated for a bound electron in the full Coulomb field, without the dipole approximation, and $f$ was summed over $b$. Terms odd in the ion's charge cancel in the mean over attractive and repulsive ions. At $\zeta=100$ this mean is 4.7188, against 4.7211 from the logarithm; at $\zeta=1000$ the values are 7.0235 and 7.0237. In the overlap, at $\zeta=1000$ and $b=30\kappa$, the mean $b^2f$ from trajectories is 1.0070, between 0.9989 from (4) and 1.0081 from (7).

## 6. Worked example

The inputs are an ion of charge number 14 and mass 28 u at 140 MeV, 60 atoms per nm³ with 13 electrons each, and a single oscillator energy $\hbar\omega=160$ eV. The target values are rough ones for aluminium. They give $n=780$ nm$^{-3}$.

From $v=\sqrt{2E/M}$, with $M$ the ion's mass, the speed is $0.10361\,c$, or 14.2 atomic units. The largest transfer is $2mv^2=10\,972$ eV, so $mv^2=5486$ eV. With $e^2=1.43996$ eV nm,

$$\kappa=\frac{14\times1.43996}{5486}=0.00367\ \text{nm},\qquad
\frac v\omega=\frac{3.1062\times10^7\ \text{m/s}}{2.4308\times10^{17}\ \text{s}^{-1}}=0.1278\ \text{nm}.$$

Their ratio is $\zeta=34.8$, and $L=\ln(1.12292\times34.773)=3.665$. The stopping power is

$$-\frac{dE}{dx}=\frac{4\pi(780)(14)^2(1.43996)^2}{5486}\times3.665=726\times3.665\approx2660\ \text{eV/nm},$$

or 2.66 MeV/µm.

The interval between $\kappa$ and $v/\omega$ is not wide here, which explains the opening numbers. At $b_0=0.02$ nm, $\xi_0=0.157$ and $\Lambda_0=1.97$; the two terms of (10) are $+0.017$ and $-0.041$, with sum about $-0.025$. The unexpanded sum is 3.6392, which lies 0.026 below the logarithm. At 0.01 nm the close-collision term dominates and the departure is positive; at 0.04 nm the distant term dominates and it is negative. Over this fourfold range of $b_0$ the departure stays below 2% of $L$.

For implementation, equation (1) should be evaluated directly, since it contains no $b_0$. If electrons have different frequencies $\omega_i$ with fractions $w_i$, the average of their logarithms is (1) with $\ln\omega=\sum_iw_i\ln\omega_i$, provided every $\zeta_i$ is large. The innermost electrons of real aluminium do not meet this condition here: their binding energy of about 1.6 keV, taken as $\hbar\omega$, gives $\zeta\approx3.5$. The single frequency of the example is therefore a simplification for that target. A small error $\delta\omega/\omega$ in the frequency changes the stopping power by the fraction $-(\delta\omega/\omega)/L$. A frequency 10% too high lowers it by the fraction $(\ln1.1)/L$, or about 2.6%.

## 7. What the model leaves out

The following changes are relative to the Bohr value for the same ion and target. Each is estimated with the other effects absent, so they should not simply be added.

**Incomplete stripping.** The ion keeps some electrons. The rough Thomas–Fermi estimate $Z_1[1-\exp(-v/(v_0Z_1^{2/3}))]$, with $v_0$ the atomic unit of speed, gives a charge of about $12.8e$. Used as a point charge in (1), it lowers the stopping power by 14.5%, to about 2270 eV/nm. This leaves out close collisions inside the ion's electron cloud, where the target electron sees more of the nuclear charge.

**Sign of the charge.** At the example's $\zeta$, trajectories give $L=3.999$ for an attractive ion and 3.347 for a repulsive one. The silicon ion attracts electrons, so the classical value for this oscillator is 9.1% above (1). The difference between the signs is the Barkas effect. Half of it, multiplied by $\zeta$, is about 11, 16 and 27 at $\zeta=34.8$, 100 and 1000. The effect thus falls somewhat more slowly than $1/\zeta$. The mean over both signs, 3.673, lies close to the logarithm even at $\zeta=34.8$; that alone does not make (1) accurate for one sign.

**Orbital motion.** Let an electron have velocity $\mathbf u$, with isotropic directions. Close and distant collisions both change at order $u^2/v^2$. Close collisions produce a drag along the relative velocity $\mathbf v-\mathbf u$. In the direction of $\mathbf v$, and apart from constant factors, the drag on an ion meeting electrons at rest is $g(v)=(C+2\ln v)/v^2$, because $b_0/\kappa$ is proportional to $v^2$. To second order in $u$, the isotropic average adds $\frac{u^2}6\nabla^2(\hat{\mathbf v}g)$, whose radial component is

$$\frac{u^2}6\left(g''+\frac{2g'}v-\frac{2g}{v^2}\right)=\frac{u^2}6\left(-\frac6{v^4}\right)=-\frac{u^2}{v^4}.$$

The terms in $C$ and $\ln v$ cancel. Relative to the factor $1/v^2$, close collisions shift $L$ by $-\langle u^2\rangle/v^2$. For distant collisions the phase average of section 3 holds only while the field is uniform over the orbit, and at $b\sim v/\omega$ the amplitude $u/\omega$ brings corrections of the same order. For a Gaussian distribution with $\langle x^2\rangle=\langle u^2\rangle/(3\omega^2)$, the response to a field component of wave number $q$ is proportional to $\sin\omega t\,\exp[-q^2\langle x^2\rangle(1-\cos\omega t)]$. To first order this moves the fraction $q^2\langle x^2\rangle$ of the oscillator strength from $\omega$ to $2\omega$. The ion excites a frequency $\Omega$ only through components with $q>\Omega/v$, and $L$ weights them with $dq/q$. Hence $L$ loses $\int_{\omega/v}^{2\omega/v}q\langle x^2\rangle\,dq=\langle u^2\rangle/(2v^2)$, and the total shift is $-\frac32\langle u^2\rangle/v^2$. An unrestricted Hartree–Fock calculation of the free aluminium atom in the def2-SVP basis gives a root-mean-square electron speed of 6.10 atomic units. The close part alone is $-(6.10/14.2)^2=-0.185$, or $-5.0\%$ of $L$, which is the value listed in the numerical output; the total shift is $-0.277$, or $-7.6\%$ of $L$. This is a size, not a correction to apply: a hydrogen-like estimate puts the innermost electrons at 13 atomic units, nearly the ion's speed, where the expansion is poor.

**Quantum scattering.** Classical orbits require $y=Z_1e^2/(\hbar v)$ to be at least of order one. Here $y=0.986$. Bloch's formula, quoted without derivation, is

$$L_{\rm Bloch}=\ln\frac{2mv^2}{\hbar\omega}-\gamma-\mathrm{Re}\,\psi(1+iy),$$

where $\psi$ is the digamma function. For $y\gg1$ the last function tends to $\ln y$. Then $\hbar$ cancels and (1) returns. For $y\ll1$ it tends to $-\gamma$, leaving the Bethe logarithm $\ln(2mv^2/\hbar\omega)$, here 4.228. Bloch's value is 3.567, which is 2.7% below Bohr's and much closer to it than the Bethe logarithm is.

**Relativity.** The square of the speed is 1.07% of $c^2$, which sets the size of relativistic changes.

## 8. Range of use

The example belongs to very deep implantation or swift-ion irradiation; 140 MeV is far above the energies of ordinary implanters, which run from keV to a few MeV. With charge 14 and $\hbar\omega=160$ eV held fixed, $\zeta\propto E^{3/2}$. The logarithm then vanishes near 12 MeV, and at 1 MeV $\zeta$ is about 0.02. Equation (1) would there give a negative stopping power, which is an artefact of using it outside its regime. Slow ions also keep most of their electrons and move more slowly than many target electrons, so a different theory is needed.

The formula fails before its logarithm vanishes. At fixed charge and frequency, $L/v^2$ has its maximum where $dL/d\ln v=3=2L$, that is at $L=3/2$ and $\zeta\approx4$, or about 33 MeV here. The assumption $\zeta\gg1$ no longer holds there, so this maximum should not be read as a prediction of the stopping peak.

For the 140 MeV ion in real aluminium, the assumption that moves the number most among the estimates above is the bare charge. The estimates have both signs and range from about 1% to 15%. They have not been combined into a total error, and they do not include the error from using one frequency for all electrons. The value of 2660 eV/nm is therefore a leading estimate rather than a tabulated stopping power. The computed values are collected in the numerical output below.

## Numbers as computed

```
2 exp(-gamma) = 1.12292
TESTS, lengths in kappa
b^2 f at b=30, zeta=1000: trajectory mean 1.0070, Rutherford 0.9989, dipole 1.0081
b^2 f at b=1000, zeta=1000: trajectory mean 0.53962, phase average 0.53965, dipole 0.53955
zeta=1e6, b0=100: matched sum minus log 4.957e-05, predicted 4.957e-05
zeta=1e6, b0=1000: matched sum minus log -2.392e-05, predicted -2.392e-05
zeta=1e6, b0=10000: matched sum minus log -1.089e-03, predicted -1.089e-03
zeta=100: L attractive 4.8821, repulsive 4.5554, mean 4.7188, logarithm 4.7211
zeta=1000: L attractive 7.0508, repulsive 6.9963, mean 7.0235, logarithm 7.0237
EXAMPLE INPUTS
ion charge number 14, mass 28 u, energy 140 MeV
atoms 60 nm^-3, electrons per atom 13, hbar omega 160 eV
EXAMPLE RESULTS
e^2 = 1.43996 eV nm, m c^2 = 510999 eV
v/c = 0.10361, v = 14.199 a.u. = 3.1062e+07 m/s
omega = 2.4308e+17 rad/s
electron density = 780 nm^-3
kappa = 0.00367 nm, v/omega = 0.12778 nm
zeta = 34.773
largest transfer 2 m v^2 = 10972 eV
b0=0.01 nm: logs 1.0011 + 2.6637 = 3.6648; unexpanded 1.0644 + 2.6434 = 3.7078
b0=0.02 nm: logs 1.6942 + 1.9705 = 3.6648; unexpanded 1.7108 + 1.9283 = 3.6392
b0=0.04 nm: logs 2.3874 + 1.2774 = 3.6648; unexpanded 2.3916 + 1.2154 = 3.6070
L = 3.6648
prefactor = 726.15 eV/nm
stopping power = 2661.2 eV/nm = 2.661 MeV/um
NEGLECTED EFFECTS
Z1 e^2/(hbar v) = 0.9860
Bethe log 4.2279, Bloch L 3.5672, change from Bohr -2.7 %
trajectory L: attractive 3.9989, repulsive 3.3472, mean 3.6731
attractive trajectory L against Bohr: 9.1 %
estimated ion charge 12.79 e, stopping 2274 eV/nm, change -14.5 %
Al atom UHF/def2-SVP: kinetic energy 241.80 hartree, rms electron speed 6.10 a.u.
orbital motion: shift of L -0.185, change -5.0 %
relativity: v^2/c^2 = 1.07 %
```
